# Genealogical Spin Eigenfunctions and the Determinant-to-CSF Transformation: verification in Python

```python
"""Genealogical spin eigenfunctions and the determinant-to-CSF matrix.

Result under test: for a branching-diagram path with spins S_k and a spin string
with partial projections M_k, the product of Clebsch-Gordan factors
  up   step: sqrt((S + s M)/(2 S))
  down step: -s sqrt((S + 1 - s M)/(2 S + 2)),   s = +1 (alpha), -1 (beta),
with S, M taken after the step, gives orthonormal eigenfunctions of S^2.
With the sign for moving alpha creators left of beta creators, the same numbers
give configuration state functions (CSFs) in a basis of determinants.
Integers twoS and twoM denote 2S and 2M. Steps and spins are stored as +1 or -1.
Determinants: alpha creators first, then beta, each in ascending orbital order.
"""
from itertools import product
from math import comb, sqrt
import numpy as np
from scipy.constants import physical_constants
from sympy import Rational
from sympy.physics.quantum.cg import CG
from pyscf import gto, scf, ao2mo


def cg_factor(step, twoS, twoM, spin):
    if step == 1:
        return sqrt((twoS + spin * twoM) / (2 * twoS))
    return -spin * sqrt((twoS + 2 - spin * twoM) / (2 * (twoS + 2)))


def branching_paths(n, twoS):
    return [p for p in product((1, -1), repeat=n)
            if sum(p) == twoS and all(sum(p[:k]) >= 0 for k in range(n + 1))]


def spin_strings(n, twoM):
    return [s for s in product((1, -1), repeat=n) if sum(s) == twoM]


def coefficient(path, spins):
    twoS = twoM = 0
    value = 1.0
    for step, spin in zip(path, spins):
        twoS += step
        twoM += spin
        if abs(twoM) > twoS:
            return 0.0
        value *= cg_factor(step, twoS, twoM, spin)
    return value


def spin_csfs(n, twoS, twoM):
    """Rows: spin strings; columns: branching paths."""
    return np.array([[coefficient(p, s) for p in branching_paths(n, twoS)]
                     for s in spin_strings(n, twoM)])


def spin_operators(n, k):
    """S_plus and S^2 of the first k among n spins, from Kronecker products."""
    plus = np.zeros((2**n, 2**n))
    sz = np.zeros_like(plus)
    for i in range(k):
        left, right = np.eye(2**i), np.eye(2**(n - i - 1))
        plus += np.kron(np.kron(left, [[0, 1], [0, 0]]), right)
        sz += np.kron(np.kron(left, [[0.5, 0], [0, -0.5]]), right)
    return plus, plus.T @ plus + sz @ sz + sz


def sector(n, twoM):
    return [i for i, s in enumerate(product((1, -1), repeat=n)) if sum(s) == twoM]


def determinant(occupation, spins):
    """Fock-space index and sign of an orbital-ordered product of creators."""
    n = len(occupation)
    bits, sign, betas, remaining = [0] * (2 * n), 1, 0, iter(spins)
    for orbital, occ in enumerate(occupation):
        here = (1, -1) if occ == 2 else (next(remaining),) if occ == 1 else ()
        for spin in here:
            if spin == 1:
                sign *= (-1)**betas
                bits[orbital] = 1
            else:
                betas += 1
                bits[n + orbital] = 1
    return int("".join(map(str, bits)), 2), sign


def csf_transformation(n_orb, n_el, twoM, with_sign=True):
    """Columns: all CSFs with the given projection, in the full Fock space."""
    columns, labels = [], []
    for twoS in range(abs(twoM), n_orb + 1, 2):
        for occupation in product((2, 1, 0), repeat=n_orb):
            if sum(occupation) != n_el:
                continue
            n_open = occupation.count(1)
            for path in branching_paths(n_open, twoS):
                column = np.zeros(4**n_orb)
                for spins in spin_strings(n_open, twoM):
                    index, sign = determinant(occupation, spins)
                    column[index] = coefficient(path, spins) * (sign if with_sign else 1)
                columns.append(column)
                labels.append((twoS, occupation, path))
    return np.array(columns).T, labels


def fock_operators(n_orb):
    """Excitation operators E_pq, S^2, and alpha and beta number operators."""
    modes, lower = 2 * n_orb, []
    for k in range(modes):
        string = np.eye(1)
        for j in range(modes):
            factor = np.diag([1., -1.]) if j < k else np.eye(2)
            string = np.kron(string, [[0, 1], [0, 0]] if j == k else factor)
        lower.append(string)
    al, be = lower[:n_orb], lower[n_orb:]
    exc = np.array([[al[p].T @ al[q] + be[p].T @ be[q] for q in range(n_orb)]
                    for p in range(n_orb)])
    plus = sum(a.T @ b for a, b in zip(al, be))
    n_alpha = sum(a.T @ a for a in al)
    n_beta = sum(b.T @ b for b in be)
    sz = (n_alpha - n_beta) / 2
    return exc, plus.T @ plus + sz @ sz + sz, np.diag(n_alpha), np.diag(n_beta)


def hamiltonian(exc, h, g):
    """Spin-free Hamiltonian; g[p,q,r,s] = (pq|rs) in charge-density order."""
    n = len(h)
    result = np.einsum("pq,pqij->ij", h - 0.5 * np.einsum("prrq->pq", g), exc)
    for p in range(n):
        for q in range(n):
            result += 0.5 * exc[p, q] @ np.tensordot(g[p, q], exc, axes=2)
    return result


def row(values, digits=6):
    return " ".join(f"{round(float(v), digits) + 0.0:.{digits}f}" for v in values)


def letters(spins):
    return "".join("a" if s == 1 else "b" for s in spins)


def arrows(path):
    return "".join("U" if s == 1 else "D" for s in path)


# Clebsch-Gordan factors against the general algebraic coefficients
cg_error, cg_count = 0.0, 0
for parent in range(5):
    for step in (1, -1):
        twoS = parent + step
        for twoM in range(-twoS, twoS + 1, 2):
            for spin in (1, -1):
                if abs(twoM - spin) <= parent:
                    args = (parent, twoM - spin, 1, spin, twoS, twoM)
                    reference = float(CG(*[Rational(a, 2) for a in args]).doit())
                    cg_error = max(cg_error, abs(reference - cg_factor(step, twoS, twoM, spin)))
                    cg_count += 1
assert cg_error < 1e-12

# Eigenspaces, multiplicities and ladder phases from explicit spin matrices
projector_error = ladder_error = 0.0
for n in range(1, 9):
    plus, s2 = spin_operators(n, n)
    for twoM in range(-n, n + 1, 2):
        rows = sector(n, twoM)
        values, vectors = np.linalg.eigh(s2[np.ix_(rows, rows)])
        total = 0
        for twoS in range(abs(twoM), n + 1, 2):
            target = twoS * (twoS + 2) / 4
            chosen = vectors[:, abs(values - target) < 1e-8]
            csfs = spin_csfs(n, twoS, twoM)
            down = (n - twoS) // 2
            count = comb(n, down) - (comb(n, down - 1) if down else 0)
            assert chosen.shape[1] == csfs.shape[1] == count
            assert np.allclose(csfs.T @ csfs, np.eye(count), atol=1e-11)
            projector_error = max(projector_error,
                                  np.abs(chosen @ chosen.T - csfs @ csfs.T).max())
            total += count
            if twoM < twoS:
                raised = plus[np.ix_(sector(n, twoM + 2), rows)] @ csfs
                factor = sqrt(target - twoM * (twoM + 2) / 4)
                ladder_error = max(ladder_error, np.abs(
                    raised - factor * spin_csfs(n, twoS, twoM + 2)).max())
        assert total == len(rows)
assert projector_error < 1e-10 and ladder_error < 1e-10

# Individual vectors from diagonalizing a combination of all partial S^2
n_chain = 6
weights = np.sqrt([2, 3, 5, 7, 11, 13])
rows = sector(n_chain, 0)
chain = sum(w * spin_operators(n_chain, k + 1)[1] for k, w in enumerate(weights))
chain_values, chain_vectors = np.linalg.eigh(chain[np.ix_(rows, rows)])
paths = [p for twoS in range(0, n_chain + 1, 2) for p in branching_paths(n_chain, twoS)]
csfs = np.hstack([spin_csfs(n_chain, twoS, 0) for twoS in range(0, n_chain + 1, 2)])
partial = np.cumsum(paths, axis=1)
expected = (partial * (partial + 2) / 4) @ weights
order = np.argsort(expected)
assert np.diff(chain_values).min() > 1e-3
assert np.allclose(expected[order], chain_values, atol=1e-9)
overlap = np.abs(csfs[:, order].T @ chain_vectors)
chain_error = np.abs(overlap - np.eye(len(rows))).max()
assert chain_error < 1e-8
string_sums = np.cumsum(spin_strings(n_chain, 0), axis=1)
allowed = np.array([[np.all(abs(m) <= partial[j]) for j in order] for m in string_sums])
nonzero = np.abs(chain_vectors) > 1e-6
assert np.array_equal(nonzero, allowed)

# Complete determinant-to-CSF matrices for four orbitals and a random Hamiltonian
n_orb = 4
exc, s2, n_alpha, n_beta = fock_operators(n_orb)
rng = np.random.default_rng(7)
h = rng.normal(size=(n_orb, n_orb))
h = h + h.T
factors = rng.normal(size=(3, n_orb, n_orb))
factors = factors + factors.transpose(0, 2, 1)
g = np.einsum("xpq,xrs->pqrs", factors, factors)
random_h = hamiltonian(exc, h, g)
spin_error = block_error = 0.0
for n_el in range(2 * n_orb + 1):
    twoS_max = min(n_el, 2 * n_orb - n_el)
    for twoM in range(-twoS_max, twoS_max + 1, 2):
        chosen = np.flatnonzero((n_alpha + n_beta == n_el) & (n_alpha - n_beta == twoM))
        T, labels = csf_transformation(n_orb, n_el, twoM)
        assert T.shape[1] == len(chosen)
        assert np.allclose(T[chosen].T @ T[chosen], np.eye(len(chosen)), atol=1e-11)
        twoS = np.array([label[0] for label in labels])
        spin_error = max(spin_error, np.abs(s2 @ T - T * (twoS * (twoS + 2) / 4)).max())
        different = twoS[:, None] != twoS[None, :]
        block_error = max(block_error, np.abs((T.T @ random_h @ T) * different).max())
        eigenvalues = np.linalg.eigvalsh(s2[np.ix_(chosen, chosen)])
        for a in range(abs(twoM), twoS_max + 1, 2):
            formula = ((a + 1) * comb(n_orb + 1, (n_el - a) // 2)
                       * comb(n_orb + 1, (n_el + a) // 2 + 1) // (n_orb + 1))
            found = np.sum(abs(eigenvalues - a * (a + 2) / 4) < 1e-8)
            assert found == formula == np.sum(twoS == a)
assert spin_error < 1e-10 and block_error < 1e-9

# Three different exchange integrals in the doublet block of three open shells
T, labels = csf_transformation(n_orb, 3, 1)
position = {label: i for i, label in enumerate(labels)}
pair = [position[(1, (1, 1, 1, 0), p)] for p in ((1, -1, 1), (1, 1, -1))]
block = T[:, pair].T @ random_h @ T[:, pair]
K12, K13, K23 = g[0, 1, 0, 1], g[0, 2, 0, 2], g[1, 2, 1, 2]
E0 = np.trace(h[:3, :3]) + g[0, 0, 1, 1] + g[0, 0, 2, 2] + g[1, 1, 2, 2]
shift, coupling = K12 - (K13 + K23) / 2, sqrt(3) / 2 * (K13 - K23)
assert np.allclose(block, [[E0 + shift, coupling], [coupling, E0 - shift]], atol=1e-9)

# Arsenic: quartet ROHF orbitals and all determinants within the 4p shell
mol = gto.M(atom="As 0 0 0", basis="def2-tzvp", spin=3, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-6, 100
mf.kernel()
assert mf.converged
core = np.array(mf.mo_coeff[:, mf.mo_occ == 2])
active = np.array(mf.mo_coeff[:, mf.mo_occ == 1])
assert active.shape[1] == 3
p_functions = [i for i, name in enumerate(mol.ao_labels(fmt=None)) if "p" in name[2]]
ao_overlap = mol.intor("int1e_ovlp")
p_weight = np.einsum("ik,ij,jk->k", active[p_functions],
                     ao_overlap[p_functions], active)
assert np.allclose(p_weight, 1, atol=1e-6)
core_density = 2 * core @ core.T
coulomb, exchange = scf.hf.get_jk(mol, core_density)
core_field = coulomb - exchange / 2
hcore = mf.get_hcore()
E_core = np.sum(core_density * (hcore + core_field / 2))
h_act = active.T @ (hcore + core_field) @ active
g_act = ao2mo.restore(1, ao2mo.kernel(mol, active), 3)
exc3, s2_3, _, _ = fock_operators(3)
H_as = hamiltonian(exc3, h_act, g_act)
T3, labels3 = csf_transformation(3, 3, 1)
H_csf = T3.T @ H_as @ T3
twoS3 = np.array([label[0] for label in labels3])
quartet, doublets = np.flatnonzero(twoS3 == 3), np.flatnonzero(twoS3 == 1)
assert len(quartet) == 1 and len(doublets) == 8
as_mixing = np.abs(H_csf[np.ix_(quartet, doublets)]).max()
assert as_mixing < 1e-9
E_active = H_csf[quartet[0], quartet[0]]
E_quartet = E_core + E_active
assert abs(E_quartet - mf.e_tot) < 1e-7
K = g_act[0, 1, 0, 1]
J_same, J_different = g_act[0, 0, 0, 0], g_act[0, 0, 1, 1]
assert np.allclose([g_act[0, 2, 0, 2], g_act[1, 2, 1, 2]], K, atol=1e-6)
assert abs(J_same - J_different - 2 * K) < 1e-6
levels = np.linalg.eigvalsh(H_csf[np.ix_(doublets, doublets)]) - E_active
assert np.allclose(levels, [3 * K] * 5 + [5 * K] * 3, atol=3e-6)
where = {label: i for i, label in enumerate(labels3)}
open_pair = [where[(1, (1, 1, 1), p)] for p in ((1, -1, 1), (1, 1, -1))]
assert np.allclose(H_csf[np.ix_(open_pair, open_pair)] - E_active * np.eye(2),
                   3 * K * np.eye(2), atol=3e-6)
for first, second in (((2, 1, 0), (0, 1, 2)), ((1, 2, 0), (1, 0, 2)), ((2, 0, 1), (0, 2, 1))):
    ends = [where[(1, occ, (1,))] for occ in (first, second)]
    closed_block = H_csf[np.ix_(ends, ends)] - E_active * np.eye(2)
    assert np.allclose(closed_block, [[4 * K, K], [K, 4 * K]], atol=3e-6)

# The reordering sign is needed for a spin eigenfunction
unsigned = csf_transformation(3, 3, 1, with_sign=False)[0][:, quartet[0]]
s2_signed = T3[:, quartet[0]] @ s2_3 @ T3[:, quartet[0]]
s2_unsigned = unsigned @ s2_3 @ unsigned
unsigned_residual = np.linalg.norm(s2_3 @ unsigned - s2_unsigned * unsigned)
assert abs(s2_signed - 3.75) < 1e-10 and unsigned_residual > 0.1

print("U, D = step up, down; a, b = alpha, beta")
strings3 = spin_strings(3, 1)
places = [determinant((1, 1, 1), s) for s in strings3]
print("N=3, M=1/2 strings:", " ".join(map(letters, strings3)))
print("reordering signs:", " ".join(f"{sign:+d}" for _, sign in places))
for twoS in (3, 1):
    for path in branching_paths(3, twoS):
        print(f"spin coefficients {arrows(path)}, S={twoS}/2:",
              row([coefficient(path, s) for s in strings3]))
        column = T3[:, where[(twoS, (1, 1, 1), path)]]
        print(f"determinant coefficients {arrows(path)}:",
              row([column[i] for i, _ in places]))
print(f"<S^2> of quartet with signs: {s2_signed:.6f} hbar^2")
print(f"<S^2> without signs: {s2_unsigned:.6f} hbar^2")
print(f"eigenvector residual without signs: {unsigned_residual:.6f} hbar^2")
print("N=4, M=0 strings:", " ".join(map(letters, spin_strings(4, 0))))
for path in branching_paths(4, 0):
    print(f"singlet {arrows(path)}:", row([coefficient(path, s) for s in spin_strings(4, 0)]))
print("N=6 path counts for S=0,1,2,3:",
      *[len(branching_paths(6, twoS)) for twoS in range(0, 7, 2)])
print(f"N=6, M=0 nonzero coefficients: {nonzero.sum()} of {nonzero.size}")
print(f"Clebsch-Gordan factors tested: {cg_count}, max error {cg_error:.1e}")
print(f"max projector error, N=1 to 8: {projector_error:.1e}")
print(f"max ladder error, N=1 to 8: {ladder_error:.1e} hbar")
print(f"max chain-eigenvector overlap error: {chain_error:.1e}")
print(f"max determinant S^2 error: {spin_error:.1e} hbar^2")
print(f"max random-H coupling between spins: {block_error:.1e} Eh")
print(f"As def2-TZVP basis functions: {mol.nao}")
print(f"As ROHF energy: {mf.e_tot:.6f} Eh")
print(f"As quartet CSF energy: {E_quartet:.6f} Eh")
print(f"As determinants, quartets, doublets: {len(labels3)}, {len(quartet)}, {len(doublets)}")
print(f"As J same orbital: {J_same:.6f} Eh")
print(f"As J different orbitals: {J_different:.6f} Eh")
print(f"As exchange K: {K:.6f} Eh")
print("As p1p2p3 determinant H minus E(4S), in Eh:")
indices = [i for i, _ in places]
for values in H_as[np.ix_(indices, indices)] - E_active * np.eye(3):
    print("  ", row(values))
print("As doublet levels above 4S, in Eh:")
print("  ", row(levels))
hartree_ev = physical_constants["Hartree energy in eV"][0]
gap_D, gap_P = levels[:5].mean(), levels[5:].mean()
print(f"As 2D - 4S: {gap_D:.6f} Eh = {gap_D * hartree_ev:.4f} eV")
print(f"As 2P - 4S: {gap_P:.6f} Eh = {gap_P * hartree_ev:.4f} eV")
print(f"As gap ratio (2P-4S)/(2D-4S): {gap_P / gap_D:.6f}")
print(f"As max quartet-doublet coupling: {as_mixing:.1e} Eh")
print("no test failed")
```

It prints:

```
U, D = step up, down; a, b = alpha, beta
N=3, M=1/2 strings: aab aba baa
reordering signs: +1 -1 +1
spin coefficients UUU, S=3/2: 0.577350 0.577350 0.577350
determinant coefficients UUU: 0.577350 -0.577350 0.577350
spin coefficients UUD, S=1/2: 0.816497 -0.408248 -0.408248
determinant coefficients UUD: 0.816497 0.408248 -0.408248
spin coefficients UDU, S=1/2: 0.000000 0.707107 -0.707107
determinant coefficients UDU: 0.000000 -0.707107 -0.707107
<S^2> of quartet with signs: 3.750000 hbar^2
<S^2> without signs: 1.083333 hbar^2
eigenvector residual without signs: 0.942809 hbar^2
N=4, M=0 strings: aabb abab abba baab baba bbaa
singlet UUDD: 0.577350 -0.288675 -0.288675 -0.288675 -0.288675 0.577350
singlet UDUD: 0.000000 0.500000 -0.500000 -0.500000 0.500000 0.000000
N=6 path counts for S=0,1,2,3: 5 9 5 1
N=6, M=0 nonzero coefficients: 320 of 400
Clebsch-Gordan factors tested: 50, max error 0.0e+00
max projector error, N=1 to 8: 1.2e-15
max ladder error, N=1 to 8: 4.4e-16 hbar
max chain-eigenvector overlap error: 1.2e-14
max determinant S^2 error: 4.4e-16 hbar^2
max random-H coupling between spins: 7.1e-15 Eh
As def2-TZVP basis functions: 48
As ROHF energy: -2234.193161 Eh
As quartet CSF energy: -2234.193161 Eh
As determinants, quartets, doublets: 9, 1, 8
As J same orbital: 0.391524 Eh
As J different orbitals: 0.346477 Eh
As exchange K: 0.022524 Eh
As p1p2p3 determinant H minus E(4S), in Eh:
   0.045048 0.022524 -0.022524
   0.022524 0.045048 0.022524
   -0.022524 0.022524 0.045048
As doublet levels above 4S, in Eh:
   0.067572 0.067572 0.067572 0.067572 0.067572 0.112620 0.112620 0.112620
As 2D - 4S: 0.067572 Eh = 1.8387 eV
As 2P - 4S: 0.112620 Eh = 3.0645 eV
As gap ratio (2P-4S)/(2D-4S): 1.666667
As max quartet-doublet coupling: 2.2e-16 Eh
no test failed
```
